\section*{The interelectronic distance in helium's screened hydrogenic product, derived twice}

\section{Definitions and conventions}

Two electrons move around a fixed point nucleus of charge $Z$. Their positions relative to the nucleus are $\mathbf r_1$ and $\mathbf r_2$, with lengths $r_1$ and $r_2$, and the distance between them is $u=|\mathbf r_1-\mathbf r_2|$. Hartree atomic units are used: lengths are in bohr, energies in hartree, and the repulsion of the two electrons is $1/u$. The treatment is non-relativistic.

Let $\Psi(\mathbf r_1,\mathbf r_2)$ be a normalised spatial wavefunction. The radial intracule is the probability density of the interelectronic distance,
\begin{equation}
P(u)=\int\!\!\int |\Psi(\mathbf r_1,\mathbf r_2)|^2\,
\delta\bigl(u-|\mathbf r_1-\mathbf r_2|\bigr)\,d^3r_1\,d^3r_2 .
\label{eq:def}
\end{equation}
Thus $P(u)\,du$ is the probability that the distance lies between $u$ and $u+du$. Multiplying \eqref{eq:def} by a function $f(u)$ and integrating over $u$ removes the delta function and gives
\begin{equation}
\int_0^\infty f(u)P(u)\,du=\langle f(|\mathbf r_1-\mathbf r_2|)\rangle .
\label{eq:mean}
\end{equation}
The choice $f=1$ gives the normalisation, $\int_0^\infty P\,du=1$, appropriate to one electron pair. The choice $f=1/u$ gives the mean repulsion energy. The six-dimensional wavefunction is therefore not needed for the repulsion once $P(u)$ is known.

A related quantity is the density of the separation vector $\mathbf u=\mathbf r_1-\mathbf r_2$, written $I(\mathbf u)$. If it depends on the length $u$ alone, a spherical shell of radius $u$ and thickness $du$ has volume $4\pi u^2du$, so
\begin{equation}
P(u)=4\pi u^2 I(u).
\label{eq:shell}
\end{equation}

The wavefunction studied here is the screened hydrogenic product
\begin{equation}
\Psi=\phi(r_1)\phi(r_2),\qquad
\phi(r)=\sqrt{\frac{\zeta^3}{\pi}}\,e^{-\zeta r},\qquad \zeta>0 .
\label{eq:product}
\end{equation}
It is symmetric under exchange of the electrons and belongs with the antisymmetric singlet spin function. The exponent $\zeta$ is an adjustable effective charge. The result to be derived is
\begin{equation}
P(u)=\frac{\zeta^3u^2}{6}\left(3+6\zeta u+4\zeta^2u^2\right)e^{-2\zeta u},
\qquad \left\langle\frac1u\right\rangle=\frac{5\zeta}{8}.
\label{eq:result}
\end{equation}
It is exact for the product \eqref{eq:product}, which is an approximation to the helium ground state.

\section{First derivation: integration over the radii}

\subsection{The volume element}

Fix $\mathbf r_1$ and use its direction as the polar axis for $\mathbf r_2$. The integrand depends on $r_1$, $r_2$ and the angle $\theta$ between the vectors. The direction of $\mathbf r_1$ then contributes $4\pi$, and the azimuth of $\mathbf r_2$ contributes $2\pi$:
\begin{equation}
d^3r_1\,d^3r_2\;\to\;8\pi^2\,r_1^2r_2^2\,dr_1\,dr_2\,d(\cos\theta).
\end{equation}
The law of cosines is $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$. Differentiating at fixed radii gives $u\,du=-r_1r_2\,d(\cos\theta)$. The minus sign says that $u$ falls as $\cos\theta$ rises; it is absorbed by integrating upwards in $u$. Hence
\begin{equation}
d^3r_1\,d^3r_2\;\to\;8\pi^2\,r_1r_2\,u\,dr_1\,dr_2\,du,
\qquad |r_1-r_2|\le u\le r_1+r_2 .
\label{eq:volume}
\end{equation}
The limits are the triangle inequalities. Holding $u$ fixed, as the delta function requires, leaves
\begin{equation}
P(u)=8\pi^2u\int\!\!\int_{|r_1-r_2|\le u\le r_1+r_2} r_1r_2\,|\Psi|^2\,dr_1\,dr_2 .
\label{eq:radii}
\end{equation}

\subsection{The two integrals}

For the product, $|\Psi|^2=(\zeta^6/\pi^2)e^{-2\zeta(r_1+r_2)}$. The exponent and the limits both suggest the variables
\begin{equation}
s=r_1+r_2,\qquad t=r_1-r_2,\qquad
r_1=\frac{s+t}{2},\quad r_2=\frac{s-t}{2}.
\end{equation}
Then $r_1r_2=(s^2-t^2)/4$. The Jacobian determinant of $(r_1,r_2)$ with respect to $(s,t)$ is $-\frac14-\frac14=-\frac12$, so $dr_1dr_2=\frac12\,ds\,dt$. The region becomes $s\ge u$ and $-u\le t\le u$. These limits imply $|t|\le s$, so both radii are automatically non-negative. Collecting the factors $8\pi^2\cdot\pi^{-2}\cdot\frac14\cdot\frac12=1$ gives
\begin{align}
P(u)&=\zeta^6u\int_u^\infty ds\,e^{-2\zeta s}\int_{-u}^{u}dt\,(s^2-t^2)\nonumber\\
&=\zeta^6u\int_u^\infty\left(2us^2-\frac{2u^3}{3}\right)e^{-2\zeta s}\,ds\nonumber\\
&=2\zeta^6u^2\int_u^\infty\left(s^2-\frac{u^2}{3}\right)e^{-2\zeta s}\,ds .
\label{eq:sint}
\end{align}

Write $a=2\zeta$. The integrals needed follow from one another by parts:
\begin{align}
\int_u^\infty e^{-as}ds&=\frac{e^{-au}}{a},\\
\int_u^\infty s\,e^{-as}ds&=\frac{u\,e^{-au}}{a}+\frac1a\int_u^\infty e^{-as}ds
=e^{-au}\left(\frac ua+\frac1{a^2}\right),\\
\int_u^\infty s^2e^{-as}ds&=\frac{u^2e^{-au}}{a}+\frac2a\int_u^\infty s\,e^{-as}ds
=e^{-au}\left(\frac{u^2}{a}+\frac{2u}{a^2}+\frac{2}{a^3}\right).
\end{align}
Subtracting $u^2/3$ times the first from the last changes $u^2/a$ into $2u^2/(3a)$. With $a=2\zeta$ restored,
\begin{align}
P(u)&=2\zeta^6u^2e^{-2\zeta u}
\left(\frac{u^2}{3\zeta}+\frac{u}{2\zeta^2}+\frac{1}{4\zeta^3}\right)\nonumber\\
&=\frac{\zeta^3u^2}{6}\left(4\zeta^2u^2+6\zeta u+3\right)e^{-2\zeta u},
\end{align}
where $\zeta^{-3}/12$ was taken out of the bracket. This is \eqref{eq:result}.

\subsection{Normalisation, repulsion and mean distance}

Define $M_k=\int_0^\infty u^ke^{-2\zeta u}du=k!/(2\zeta)^{k+1}$. Then
\begin{equation}
\langle u^n\rangle=\frac{\zeta^3}{6}\left(3M_{n+2}+6\zeta M_{n+3}+4\zeta^2M_{n+4}\right).
\end{equation}
The values required are $M_1=1/(4\zeta^2)$, $M_2=1/(4\zeta^3)$, $M_3=3/(8\zeta^4)$, $M_4=3/(4\zeta^5)$ and $M_5=15/(8\zeta^6)$. Therefore
\begin{align}
\int_0^\infty P\,du&=\frac16\left(\frac34+\frac94+3\right)=1,\\
\left\langle\frac1u\right\rangle&=\frac{\zeta}{6}\left(\frac34+\frac32+\frac32\right)=\frac{5\zeta}{8},\\
\langle u\rangle&=\frac{1}{6\zeta}\left(\frac98+\frac92+\frac{15}{2}\right)=\frac{35}{16\,\zeta}.
\label{eq:meanu}
\end{align}
The product $\langle u\rangle\langle1/u\rangle=175/128$ exceeds one. Replacing the mean repulsion by the reciprocal of the mean distance would therefore underestimate it, because $1/u$ gives extra weight to close pairs.

\section{Second derivation: convolution and Fourier transform}

\subsection{Two independent electrons}

For the product, $|\Psi|^2=\rho(r_1)\rho(r_2)$, where
\begin{equation}
\rho(r)=\phi(r)^2=\frac{\zeta^3}{\pi}e^{-2\zeta r}=\frac{a^3}{8\pi}e^{-ar},\qquad a=2\zeta,
\end{equation}
is the probability density of one electron and integrates to one. If electron 2 is at $\mathbf r$ and the separation is $\mathbf u$, electron 1 is at $\mathbf r+\mathbf u$. Summing over $\mathbf r$ gives
\begin{equation}
I(\mathbf u)=\int\rho(\mathbf r)\,\rho(\mathbf r+\mathbf u)\,d^3r .
\label{eq:conv}
\end{equation}
Take the transform $\tilde I(\mathbf k)=\int I(\mathbf u)e^{-i\mathbf k\cdot\mathbf u}d^3u$, and similarly for $\rho$. With $\mathbf r'=\mathbf r+\mathbf u$, the exponential splits into $e^{-i\mathbf k\cdot\mathbf r'}e^{+i\mathbf k\cdot\mathbf r}$, so $\tilde I(\mathbf k)=\tilde\rho(\mathbf k)\tilde\rho(-\mathbf k)$. Since $\rho$ is spherical, $\tilde\rho$ depends on $k=|\mathbf k|$ alone and $\tilde I=\tilde\rho^{\,2}$.

\subsection{The transform of the density}

The angular integral of $e^{-i\mathbf k\cdot\mathbf r}$ is $4\pi\sin(kr)/(kr)$. Hence
\begin{equation}
\int\frac{e^{-ar}}{r}e^{-i\mathbf k\cdot\mathbf r}d^3r
=\frac{4\pi}{k}\int_0^\infty e^{-ar}\sin(kr)\,dr=\frac{4\pi}{a^2+k^2}.
\label{eq:yukawa}
\end{equation}
Applying $-d/da$ to both sides multiplies the integrand by $r$:
\begin{equation}
\int e^{-ar}e^{-i\mathbf k\cdot\mathbf r}d^3r=\frac{8\pi a}{(a^2+k^2)^2}.
\label{eq:exptransform}
\end{equation}
Multiplication by $a^3/(8\pi)$ gives $\tilde\rho=a^4/(a^2+k^2)^2$, and therefore
\begin{equation}
\tilde I(k)=\frac{a^8}{(a^2+k^2)^4}.
\label{eq:itilde}
\end{equation}
The normalisation is visible at once: $\int I\,d^3u=\tilde I(0)=1$.

\subsection{Return to the separation}

Let
\begin{equation}
G_n(u)=\int\frac{d^3k}{(2\pi)^3}\,\frac{e^{i\mathbf k\cdot\mathbf u}}{(a^2+k^2)^n},
\qquad I(u)=a^8G_4(u).
\end{equation}
Inverting \eqref{eq:exptransform} gives $G_2=e^{-au}/(8\pi a)$. Differentiating $(a^2+k^2)^{-n}$ with respect to $a$ produces $-2an\,(a^2+k^2)^{-n-1}$, so
\begin{equation}
G_{n+1}=-\frac{1}{2an}\frac{dG_n}{da}.
\end{equation}
Two applications are sufficient:
\begin{align}
G_3&=-\frac{1}{4a}\frac{d}{da}\frac{e^{-au}}{8\pi a}
=\frac{e^{-au}}{32\pi a}\left(\frac ua+\frac1{a^2}\right)
=\frac{(1+au)e^{-au}}{32\pi a^3},\\
G_4&=-\frac{1}{6a}\frac{d}{da}\left[\frac{e^{-au}}{32\pi}\left(\frac1{a^3}+\frac{u}{a^2}\right)\right]\nonumber\\
&=\frac{e^{-au}}{192\pi a}\left(\frac{3}{a^4}+\frac{2u}{a^3}+\frac{u}{a^3}+\frac{u^2}{a^2}\right)
=\frac{(3+3au+a^2u^2)e^{-au}}{192\pi a^5}.
\end{align}
Multiplying by $a^8$ and setting $a=2\zeta$,
\begin{equation}
I(u)=\frac{\zeta^3}{24\pi}\left(3+6\zeta u+4\zeta^2u^2\right)e^{-2\zeta u}.
\label{eq:I}
\end{equation}
The shell factor $4\pi u^2$ of \eqref{eq:shell} turns this into \eqref{eq:result}.

\subsection{The repulsion in Fourier space}

The repulsion can be found from \eqref{eq:itilde} without knowing $I(u)$. Replace $1/u$ by $e^{-\mu u}/u$ with $\mu>0$, so that the integrals may be exchanged, write $I$ as an inverse transform, and use \eqref{eq:yukawa} with $a$ replaced by $\mu$:
\begin{equation}
\int I(u)\frac{e^{-\mu u}}{u}d^3u
=\int\frac{d^3k}{(2\pi)^3}\,\tilde I(k)\,\frac{4\pi}{\mu^2+k^2}.
\end{equation}
Now let $\mu\to0$. Since $d^3k\to4\pi k^2dk$, the factors $k^2$ cancel and the constants combine to $16\pi^2/(8\pi^3)=2/\pi$. With $k=a\tan\alpha$,
\begin{equation}
\left\langle\frac1u\right\rangle
=\frac2\pi\int_0^\infty\frac{a^8\,dk}{(a^2+k^2)^4}
=\frac{2a}{\pi}\int_0^{\pi/2}\cos^6\alpha\,d\alpha .
\end{equation}
Integration by parts gives $\int_0^{\pi/2}\cos^m\alpha\,d\alpha=\frac{m-1}{m}\int_0^{\pi/2}\cos^{m-2}\alpha\,d\alpha$ for $m\ge2$. The last integral is therefore $\frac56\cdot\frac34\cdot\frac12\cdot\frac\pi2=\frac{5\pi}{32}$, and the repulsion is $5a/16=5\zeta/8$.

\section{What each derivation assumes}

The first derivation needs $|\Psi|^2$ to be a function of $r_1$, $r_2$ and $u$. It does not need the electrons to be independent: equation \eqref{eq:radii} remains valid when $\Psi$ contains $u$ explicitly. The simple integrals after it depend on the special form $e^{-2\zeta(r_1+r_2)}$.

The second derivation, as written, needs the pair density to factorise; a finite sum of products can be treated term by term in the same way. For a single product the convolution \eqref{eq:conv} holds for any normalised orbital $\phi$, spherical or not; for a non-spherical density, $I(\mathbf u)$ must be integrated over the directions of $\mathbf u$ before it gives $P(u)$. If $|\Psi|^2$ contains $u$ explicitly, the factorisation fails and \eqref{eq:conv} can no longer be used.

A simple correlated function shows the difference. Take $\Psi_c=\sqrt N\,(1+cu)\Psi$ with $c>0$ and the same $\zeta$. In \eqref{eq:radii} the factor $(1+cu)^2$ is constant during the integration over the radii, so
\begin{equation}
P_c(u)=N(1+cu)^2P(u),\qquad
\frac1N=1+2c\langle u\rangle+c^2\langle u^2\rangle ,
\label{eq:corr}
\end{equation}
where the means are those of the uncorrelated product. Since $N<1$, the ratio $P_c/P$ starts below one at $u=0$ and rises steadily through one. Probability is moved from short to long distances. At fixed $\zeta$ much of this shift is an expansion of the whole atom, since the factor $1+cu$ also changes the one-electron density. For helium with $\zeta=1.6875$ and the energy-minimising $c=0.199$ bohr$^{-1}$, the mean radius grows from $0.889$ to $0.952$ bohr, and rescaling the uncorrelated product to that size already accounts for $0.092$ of the $0.140$ bohr rise in $\langle u\rangle$. The crossing point obeys $(1+cu)^2=1/N$; to leading order in small $c$ this reads $2cu=2c\langle u\rangle$, so the crossing lies at the mean distance.

\section{Shape of the intracule}

With $x=\zeta u$, expanding \eqref{eq:I} to second order gives
\begin{equation}
(3+6x+4x^2)(1-2x+2x^2)=3+(6-6)x+(6-12+4)x^2+\dots=3-2x^2+\dots,
\end{equation}
so $I(u)=I(0)\left(1-\frac23x^2+\dots\right)$ with $I(0)=\zeta^3/(8\pi)$. Moreover,
\begin{equation}
\frac{d}{dx}\left[(3+6x+4x^2)e^{-2x}\right]=-4x(1+2x)e^{-2x}<0\qquad(x>0).
\end{equation}
For the product, the density of the separation vector is thus largest when the electrons coincide. This does not carry over to the correlated helium ground state, where $I(u)$ rises from $u=0$ to a maximum near $0.2$ bohr. That $P(u)$ nevertheless vanishes at $u=0$ is due to the shell volume in \eqref{eq:shell}, not to any avoidance.

At large distance the highest power dominates, and $P(u)\approx\frac23\zeta^5u^4e^{-2\zeta u}$. Between these limits the maximum follows from
\begin{equation}
\frac{d}{dx}\left[(3x^2+6x^3+4x^4)e^{-2x}\right]
=-2x\left(4x^3-2x^2-6x-3\right)e^{-2x}=0 .
\end{equation}
For $x>0$, division of the cubic by $x^3$ gives $4=2/x+6/x^2+3/x^3$. The right side falls steadily from infinity to zero, so there is one positive root. Solved numerically, it is $x=1.6685$.

\section{Helium}

The exponent is fixed by minimising the energy of the product. Since $\phi'=-\zeta\phi$, the kinetic energy of one electron is $\frac12\int|\nabla\phi|^2d^3r=\zeta^2/2$. Its mean inverse distance from the nucleus is $4\zeta^3\int_0^\infty r\,e^{-2\zeta r}dr=\zeta$. Two electrons and their repulsion give
\begin{equation}
E(\zeta)=\zeta^2-2Z\zeta+\frac58\zeta,\qquad
\frac{dE}{d\zeta}=2\zeta-2Z+\frac58=0 .
\end{equation}
Hence $\zeta=Z-\frac5{16}$, which is a minimum because the second derivative is $2$. For $Z=2$, $\zeta=1.6875$ bohr$^{-1}$. Substitution of $2Z-\frac58=2\zeta$ gives $E=-\zeta^2=-2.848$ hartree. The mean repulsion is
\begin{equation}
\left\langle\frac1u\right\rangle=\frac58\times1.6875=1.055\ \text{hartree}=28.70\ \text{eV}.
\end{equation}

At $u=1$ bohr, the three factors of \eqref{eq:result} are $\zeta^3u^2/6=0.8009$ bohr$^{-1}$, the polynomial $24.516$ and the exponential $0.03422$. Their product is $P=0.672$ bohr$^{-1}$. Other values found in the same way are:
\begin{center}
\begin{tabular}{lcccccc}
$u$ (bohr) & 0.25 & 0.50 & 1.00 & 1.50 & 2.00 & 3.00\\
$P$ (bohr$^{-1}$) & 0.134 & 0.404 & 0.672 & 0.500 & 0.258 & 0.039
\end{tabular}
\end{center}
The maximum lies at $u=1.6685/\zeta=0.989$ bohr. The mean distance, from \eqref{eq:meanu}, is $1.296$ bohr; it is larger than the most probable distance because the distribution has a long outer tail. Numerical quadrature of $P$ from $0$ to $1$ bohr gives a probability of $0.371$ for finding the electrons within 1 bohr of each other.

These values belong to the product, not to the helium atom itself. A converged Hartree--Fock calculation gives $E=-2.862$ hartree, $\langle1/u\rangle=1.026$ hartree, $\langle u\rangle=1.362$ bohr and a probability of $0.352$; a converged correlated (Hylleraas) calculation gives $-2.904$ hartree, $0.946$ hartree, $1.422$ bohr and $0.306$, with the maximum of $P$ near $1.1$ bohr.

\section{Relation to the Coulomb hole}

The Coulomb hole is the difference between the intracule of the exact wavefunction and that of the Hartree--Fock wavefunction,
\begin{equation}
\Delta P(u)=P_{\text{exact}}(u)-P_{\text{HF}}(u),\qquad \int_0^\infty\Delta P\,du=0 .
\end{equation}
The integral vanishes because both intracules are normalised to one. A negative region must therefore be balanced by a positive one.

The screened product supplies neither term. Its orbital is restricted to a single exponential, whereas the Hartree--Fock orbital is free to take the shape that minimises the energy. It shares with the Hartree--Fock function the property that matters here: the position of one electron does not alter the distribution of the other. In the screened product the repulsion has affected $\zeta$, and so the size of the atom, but not the shape of the intracule at fixed size. In Hartree--Fock it also reshapes the orbital: the scale-free product $\langle u\rangle\langle1/u\rangle$ is $1.397$ for helium, against $175/128=1.367$ here. The difference $P-P_{\text{HF}}$ reaches $0.042$ bohr$^{-1}$, more than half the depth of the Coulomb hole itself, $0.076$ bohr$^{-1}$, so $P$ cannot stand in for $P_{\text{HF}}$.

The missing correlation can be seen in the Schr\"odinger equation. For $r>0$, $\nabla^2e^{-\zeta r}=(\zeta^2-2\zeta/r)e^{-\zeta r}$, so the Hamiltonian $H$ gives
\begin{equation}
\frac{H\Psi}{\Psi}=-\zeta^2+(\zeta-Z)\left(\frac1{r_1}+\frac1{r_2}\right)+\frac1u .
\end{equation}
For an eigenfunction this would be a constant. Here it diverges as the electrons meet away from the nucleus, since nothing in the product cancels $1/u$.

The change $P_c-P$ from \eqref{eq:corr} has the form of a hole, negative at short distance and positive beyond the crossing. It is an illustration rather than the Coulomb hole of helium, because its reference is the screened product and $\Psi_c$ is not the exact wavefunction. With $c=0.199$ bohr$^{-1}$ it crosses zero once, at $1.33$ bohr, and is $0.110$ bohr$^{-1}$ deep. The computed Coulomb hole of helium crosses zero at $1.08$ bohr and again near $3.6$ bohr, beyond which lies a weak second negative region, about $0.0005$ bohr$^{-1}$ deep, that this model cannot show.
